# Why Refining a Cell-Removal Grid Does Not Guarantee Isotropic Resist Development: verification in Python

```python
"""
Result under test: on square cells removed through their faces, refinement does
not by itself make resist development isotropic.  The update rule fixes the
front speed v(n), and v(n) does not depend on the cell size.

Symbols
  R     dissolution rate of the uniform resist (nm/s)
  h     cell side (nm);  tau = h/R, removal time through one face (s)
  gain  relative volume-loss rate with two adjacent faces exposed
        (one exposed face has relative rate 1)
  n     unit normal of a planar front; n1 >= n2 >= 0 are its sorted components
Face-count rules: v(n) = R*(n1 + (gain-1)*n2).
Quadratic rule (gain = None): (T-a)^2 + (T-b)^2 = tau^2, which gives v(n) = R;
a <= b are the times at which the two faces of a cell become exposed.
The example is the undercut of a dissolving underlayer below a mask edge.
"""
import heapq
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

INF = math.inf
ROOT2 = math.sqrt(2.0)
RULES = {"first contact": 1.0, "root-2 count": ROOT2,
         "face sum": 2.0, "quadratic": None}


def removal_time(a, b, gain, tau):
    """Removal time of a cell whose two faces are exposed at times a and b."""
    if a > b:
        a, b = b, a
    delay = b - a
    if delay >= tau:
        return a + tau
    if gain is None:
        return 0.5 * (a + b + math.sqrt(2.0 * tau * tau - delay * delay))
    return b + (tau - delay) / gain


def develop(closed, open_faces, stride_x, stride_y, gain, tau):
    """Event-driven removal on a flat array; closed cells are not resist."""
    size = len(closed)
    times = [INF] * size
    exposed = ([INF] * size, [INF] * size)
    heap = []
    for cell, axis in open_faces:
        exposed[axis][cell] = 0.0
    for cell, axis in open_faces:
        start = removal_time(exposed[0][cell], exposed[1][cell], gain, tau)
        heapq.heappush(heap, (start, cell))
    while heap:
        now, cell = heapq.heappop(heap)
        if closed[cell]:
            continue
        closed[cell] = 1
        times[cell] = now
        for other, axis in ((cell + stride_x, 0), (cell - stride_x, 0),
                            (cell + stride_y, 1), (cell - stride_y, 1)):
            if not closed[other] and exposed[axis][other] == INF:
                exposed[axis][other] = now
                later = removal_time(exposed[0][other], exposed[1][other],
                                     gain, tau)
                heapq.heappush(heap, (later, other))
    return times


def undercut_times(columns, rows, gain, tau):
    """Column 0 is open at its top; all other columns are covered by the mask."""
    stride = rows + 2
    closed = bytearray([1]) * ((columns + 2) * stride)
    for i in range(columns):
        first = (i + 1) * stride + 1
        closed[first:first + rows] = bytes(rows)
    times = develop(closed, [(stride + 1, 1)], stride, 1, gain, tau)
    return np.array(times).reshape(columns + 2, stride)[1:-1, 1:-1]


def planar_speed(p, q, gain):
    """Settled speed in units of R of an endless front with normal along (p, q).

    Cells (i, j) with equal i*p + j*q are equivalent, so this integer labels them;
    the face neighbours of a cell lie p and q labels away.
    """
    size = 900 * p
    closed = bytearray(size)
    closed[:p + 1] = bytes([1]) * (p + 1)
    closed[-p:] = bytes([1]) * p
    faces = [(k, 0) for k in range(p + 1, 2 * p + 1)]
    faces += [(k, 1) for k in range(p + 1, p + q + 1)]
    times = develop(closed, faces, p, q, gain, 1.0)
    early, late = 600 * p, 880 * p
    return (late - early) / math.hypot(p, q) / (times[late] - times[early])


def speed_law(theta, gain):
    """Derived planar speed in units of R."""
    c, s = np.abs(np.cos(theta)), np.abs(np.sin(theta))
    if gain is None:
        return np.ones_like(c)
    return np.maximum(c, s) + (gain - 1.0) * np.minimum(c, s)


def literal_face_count(columns, rows, gain):
    """Removal times from remaining volumes and counted faces, with tau = 1."""
    volume = np.ones((columns, rows))
    alive = np.ones((columns, rows), dtype=bool)
    times = np.zeros((columns, rows))
    empty = np.zeros((columns + 2, rows + 2), dtype=bool)
    empty[1, 0] = True
    rate_for_count = np.array([0.0, 1.0, gain])
    clock = 0.0
    while alive.any():
        empty[1:-1, 1:-1] = ~alive
        count = (empty[:-2, 1:-1].astype(int) + empty[2:, 1:-1]
                 + empty[1:-1, :-2] + empty[1:-1, 2:])
        assert count[alive].max() <= 2
        rate = np.where(alive, rate_for_count[np.minimum(count, 2)], 0.0)
        active = rate > 0.0
        step = np.min(volume[active] / rate[active])
        clock += step
        volume -= rate * step
        gone = alive & (volume < 1e-11)
        times[gone] = clock
        alive &= ~gone
    return times


# The event-driven solver agrees with literal counting of exposed faces.
for gain in (1.0, ROOT2, 2.0):
    difference = literal_face_count(9, 7, gain) - undercut_times(9, 7, gain, 1.0)
    assert np.max(np.abs(difference)) < 1e-9

# Every update is a minimum over weighted averages plus a cost.
rng = np.random.default_rng(4)
weight = np.linspace(0.0, 1.0, 20001)
for a, b in rng.uniform(0.0, 2.0, size=(60, 2)):
    for gain in (1.0, 1.2, ROOT2, 2.0):
        choices = (a + 1, b + 1, (a + (gain - 1) * b + 1) / gain,
                   (b + (gain - 1) * a + 1) / gain)
        assert abs(min(choices) - removal_time(a, b, gain, 1.0)) < 1e-12
    walk = weight * a + (1 - weight) * b + np.hypot(weight, 1 - weight)
    assert abs(walk.min() - removal_time(a, b, None, 1.0)) < 1e-7

# Planar speeds measured by cell removal against the derived law.
print("Planar speed / R, measured by cell removal")
print("angle(deg) first-contact root-2 face-sum quadratic")
for p, q in ((1, 0), (5, 1), (12, 5), (2, 1), (1, 1)):
    angle = math.atan2(q, p)
    measured = [planar_speed(p, q, gain) for gain in RULES.values()]
    for value, gain in zip(measured, RULES.values()):
        assert abs(value - speed_law(angle, gain)) < 1e-6
    print(f"{math.degrees(angle):6.2f} " + " ".join(f"{v:9.5f}" for v in measured))

# Best possible face-count gain, judged by fastest/slowest planar speed.
angles = np.radians(np.linspace(0.0, 45.0, 1801))
gains = np.linspace(1.0, 2.0, 2001)
ratios = []
for gain in gains:
    speeds = speed_law(angles, gain)
    ratios.append(speeds.max() / speeds.min())
best = int(np.argmin(ratios))
assert abs(gains[best] - ROOT2) < 1e-3
assert abs(ratios[best] - math.sqrt(1 + (ROOT2 - 1) ** 2)) < 1e-3
root2_speeds = speed_law(angles, ROOT2)
print(f"best gain from scan: {gains[best]:.4f}")
print(f"its fastest/slowest speed: {ratios[best]:.4f}")
print(f"root-2 rule: peak speed/R {root2_speeds.max():.5f} at "
      f"{math.degrees(angles[np.argmax(root2_speeds)]):.2f} deg")

# Undercut example, rough typical values.
rate = 10.0          # nm/s
depth = 250.0        # nm
duration = 50.0      # s
reach = rate * duration
isotropic = math.sqrt(reach ** 2 - depth ** 2)
limits = {"first contact": reach - depth, "root-2 count": ROOT2 * reach - depth,
          "face sum": reach, "quadratic": isotropic}
assert (ROOT2 - 1) * reach <= depth <= reach / ROOT2

# The limiting front is the intersection of half-planes moved at v(n).
normals = np.radians(np.linspace(0.0, 89.0, 89001))
for name, gain in RULES.items():
    cuts = (speed_law(normals, gain) * reach
            - depth * np.sin(normals)) / np.cos(normals)
    assert abs(cuts.min() - limits[name]) < 1e-3

print(f"rate {rate:.1f} nm/s, depth {depth:.0f} nm, time {duration:.0f} s")
print(f"reach R*t: {reach:.0f} nm")
cell_sizes = (10.0, 5.0, 2.5, 1.25)
print("Undercut at substrate (nm) for cells of 10, 5, 2.5, 1.25 nm; limit")
finest = {}
for name, gain in RULES.items():
    found = []
    for h in cell_sizes:
        columns, rows = int(round(540.0 / h)) + 1, int(round(depth / h))
        base = undercut_times(columns, rows, gain, h / rate)[:, -1]
        found.append(float(np.interp(duration, base, h * np.arange(columns))))
    errors = np.abs(np.array(found) - limits[name])
    # The guaranteed error order sqrt(h) gives a ratio near 0.71 per halving.
    assert np.all(errors[1:] < 0.85 * errors[:-1] + 1e-6)
    # A remaining first-order grid error of a few cells is expected.
    assert errors[-1] < 8 * cell_sizes[-1]
    finest[name] = found[-1]
    print(f"{name:13s} " + " ".join(f"{u:7.2f}" for u in found)
          + f"; {limits[name]:7.2f}")
assert finest["root-2 count"] - isotropic > 10.0
print("Limit minus isotropic undercut")
for name in ("first contact", "root-2 count", "face sum"):
    error = limits[name] - isotropic
    print(f"{name:13s} {error:+8.2f} nm, {100 * error / isotropic:+6.2f} %")

# Effects left out of the model, with rough inputs.
print("Neglected effects (rough inputs)")
activation = 0.5     # eV
bath = 296.0         # K
boltzmann = constants.k / constants.e
factor = math.exp(activation / boltzmann * (1 / bath - 1 / (bath + 1)))
shift_bath = math.sqrt((factor * reach) ** 2 - depth ** 2) - isotropic
print(f"activation energy {activation:.1f} eV, bath {bath:.0f} K")
print(f"+1 K: rate {100 * (factor - 1):+.2f} %, undercut {shift_bath:+.1f} nm")

# Rate falling linearly with depth: fastest path from refraction of the ray.
drop = 0.10
slope = drop * rate / depth


def local_rate(y):
    return rate - slope * y


def ray(sine):
    """Lateral reach and travel time for a given sine of the launch angle."""
    def cosine(y):
        return math.sqrt(1 - (sine * local_rate(y) / rate) ** 2)
    lateral = quad(lambda y: sine * local_rate(y) / rate / cosine(y), 0, depth)[0]
    travel = quad(lambda y: 1 / (local_rate(y) * cosine(y)), 0, depth)[0]
    return lateral, travel


launch = brentq(lambda s: ray(s)[1] - duration, 0.0, 0.98)
graded = ray(launch)[0]
arc_time = math.acosh(1 + slope ** 2 * (graded ** 2 + depth ** 2)
                      / (2 * rate * local_rate(depth))) / slope
assert abs(arc_time - duration) < 1e-6
print(f"base rate {100 * drop:.0f} % lower: undercut {graded - isotropic:+.1f} nm")

wetting = 1.0        # s
shift_wet = math.sqrt((reach - rate * wetting) ** 2 - depth ** 2) - isotropic
print(f"wetting delay {wetting:.0f} s: undercut {shift_wet:+.1f} nm")
mask_rate = 0.1      # nm/s
print(f"mask erosion at {mask_rate:.1f} nm/s: {mask_rate * duration:.1f} nm")

base_conc = 260.0    # mol/m^3, hydroxide in the developer
unit_density = 8.0e3  # mol/m^3, one hydroxide used per repeat unit
diffusivity = 1.0e-9  # m^2/s
depletion = (rate * 1e-9 * unit_density * reach * 1e-9
             / (diffusivity * base_conc))
print(f"hydroxide {base_conc:.0f} mol/m^3, units {unit_density:.0f} mol/m^3")
print(f"diffusivity {diffusivity:.1e} m^2/s")
print(f"relative base depletion over R*t: {depletion:.1e}")
assert depletion < 0.01

print("checks complete")
```

It prints:

```
Planar speed / R, measured by cell removal
angle(deg) first-contact root-2 face-sum quadratic
  0.00   1.00000   1.00000   1.00000   1.00000
 11.31   0.98058   1.06181   1.17670   1.00000
 22.62   0.92308   1.08239   1.30769   1.00000
 26.57   0.89443   1.07967   1.34164   1.00000
 45.00   0.70711   1.00000   1.41421   1.00000
best gain from scan: 1.4140
its fastest/slowest speed: 1.0825
root-2 rule: peak speed/R 1.08239 at 22.50 deg
rate 10.0 nm/s, depth 250 nm, time 50 s
reach R*t: 500 nm
Undercut at substrate (nm) for cells of 10, 5, 2.5, 1.25 nm; limit
first contact  250.00  250.00  250.00  250.00;  250.00
root-2 count   443.14  450.69  454.19  455.70;  457.11
face sum       489.96  495.00  497.50  498.75;  500.00
quadratic      415.55  423.17  427.53  429.98;  433.01
Limit minus isotropic undercut
first contact  -183.01 nm, -42.26 %
root-2 count    +24.09 nm,  +5.56 %
face sum        +66.99 nm, +15.47 %
Neglected effects (rough inputs)
activation energy 0.5 eV, bath 296 K
+1 K: rate +6.82 %, undercut +39.0 nm
base rate 10 % lower: undercut -29.0 nm
wetting delay 1 s: undercut -11.6 nm
mask erosion at 0.1 nm/s: 5.0 nm
hydroxide 260 mol/m^3, units 8000 mol/m^3
diffusivity 1.0e-09 m^2/s
relative base depletion over R*t: 1.5e-04
checks complete
```
